**Exact Coulomb scattering: wave function, amplitude and phase**

For $V=C/r$, mass 1, wave number $k$ and $\eta=C/k$, the program tests the solution $\psi=Ne^{ikz}{}_1F_1(-i\eta;1;ik(r-z))$ and the amplitude $f=-\eta/(2k\sin^2(\theta/2))\,\exp\{i[-\eta\ln\sin^2(\theta/2)+2\sigma_0]\}$, where $\sigma_0=\arg\Gamma(1+i\eta)$, $N=e^{-\pi\eta/2}\Gamma(1+i\eta)$ and $\theta$ is the scattering angle. It asserts by finite differences that $\psi$ satisfies the wave equation and that the distorted plane wave leaves the derived residual. It also asserts the two contour-loop expansions, and compares the incident amplitude, its first correction and complex $f$ with a free fit to the explicitly summed wave. Radial integration tests $\sigma_0$ and the density at the origin, while quadratures test the angular average, the loss of interference over a smooth aperture and the classical cross section. The output for $k=2$ bohr$^{-1}$ and $\eta=\pm1.5$ shows fitted and derived amplitudes agreeing to all printed digits at 60 and 120 degrees. It also shows that the $1/r$ correction to the beam exceeds the scattered wave at 60 degrees, and that including it reduces the error at 1000 bohr from about $2\times10^{-3}$ to $4\times10^{-6}$ of the beam amplitude.

## Verification by program

```python
"""Exact Coulomb scattering, tested in Hartree atomic units (mass 1).

Result under test: for V = C/r, wave number k and eta = C/k,
  psi = N exp(ikz) 1F1(-i eta; 1; ik(r-z)),
  N   = exp(-pi eta/2) Gamma(1 + i eta),
has the large-distance form
  exp(i[kz + eta ln k(r-z)]) (1 + eta^2/(ik(r-z)))
  + f(theta) exp(i[kr - eta ln 2kr]) / r,
  f = -eta/(2k sin^2(theta/2))
      * exp(i[-eta ln sin^2(theta/2) + 2 sigma0]),
with sigma0 = arg Gamma(1 + i eta). theta is the scattering angle.
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import loggamma

mp.mp.dps = 30
energy = 2.0
k = float(np.sqrt(2 * energy))
charge_product = {"attractive": -3.0, "repulsive": 3.0}
etas = {name: c / k for name, c in charge_product.items()}


@lru_cache(maxsize=None)
def kummer(eta, x):
    """1F1(-i eta; 1; i x) by explicit summation of its power series.

    Terms grow like exp(x), so the working precision grows with x.
    """
    with mp.workdps(int(0.44 * x) + 35):
        a, s = mp.mpc(0, -eta), mp.mpc(0, x)
        term = total = mp.mpc(1)
        for n in range(int(3 * x) + 80):
            term = term * (a + n) * s / (n + 1) ** 2
            total += term
    return +total


def norm(eta):
    return mp.exp(-mp.pi * eta / 2) * mp.gamma(mp.mpc(1, eta))


def sigma0(eta):
    return float(loggamma(1 + 1j * eta).imag)


def amplitude(eta, theta):
    s2 = np.sin(theta / 2) ** 2
    phase = -eta * np.log(s2) + 2 * sigma0(eta)
    return -eta / (2 * k * s2) * np.exp(1j * phase)


def incident_wave(eta, r, theta):
    u = r * (1 - np.cos(theta))
    return np.exp(1j * (k * r * np.cos(theta) + eta * np.log(k * u)))


def outgoing_wave(eta, r):
    return np.exp(1j * (k * r - eta * np.log(2 * k * r)))


def exact_polar(eta, r, theta):
    c = np.cos(theta)
    w = complex(kummer(eta, float(k * r * (1 - c))))
    return complex(norm(eta)) * np.exp(1j * k * r * c) * w


# Cartesian finite differences: wave equation and distorted plane wave
def radius(p):
    return mp.sqrt(sum(q * q for q in p))


def laplacian(func, p, h=mp.mpf("1e-6")):
    total = mp.mpc(0)
    for axis in range(3):
        up, down = list(p), list(p)
        up[axis] += h
        down[axis] -= h
        total += (func(up) + func(down) - 2 * func(p)) / h**2
    return total


points = [[mp.mpf("0.7"), mp.mpf("0.4"), mp.mpf("-0.9")],
          [mp.mpf("1.1"), mp.mpf("-0.6"), mp.mpf("0.8")]]
for eta in etas.values():
    def exact_cartesian(p):
        w = kummer(eta, k * (radius(p) - p[2]))
        return norm(eta) * mp.exp(1j * k * p[2]) * w

    def distorted_plane(p):
        log_term = mp.log(k * (radius(p) - p[2]))
        return mp.exp(1j * (k * p[2] + eta * log_term))

    for p in points:
        r = radius(p)
        factor = k**2 - 2 * eta * k / r
        psi = exact_cartesian(p)
        residual = laplacian(exact_cartesian, p) + factor * psi
        assert abs(residual) < 1e-8 * abs(psi)
        wave = distorted_plane(p)
        residual = laplacian(distorted_plane, p) + factor * wave
        expected = -2 * eta**2 / (r * (r - p[2])) * wave
        assert abs(residual - expected) < 1e-8


# The two Hankel loops whose sum is the confluent function
def hankel_loop(eta, x, centre):
    a, s = mp.mpc(0, -eta), mp.mpc(0, x)
    offsets = [-40 - 2j, -10 - 2j, 1 - 2j, 1 + 2j, -10 + 2j, -40 + 2j]
    path = [centre + mp.mpc(d) for d in offsets]
    value = mp.quad(
        lambda t: mp.exp(t) * t ** (a - 1) * (t - s) ** (-a), path)
    return value / (2j * mp.pi)


for eta in etas.values():
    x = 30.0
    a, s = mp.mpc(0, -eta), mp.mpc(0, x)
    with mp.workdps(16):
        loop_0 = hankel_loop(eta, x, mp.mpc(0))
        loop_s = hankel_loop(eta, x, s)
    whole = kummer(eta, x)
    assert abs(loop_0 + loop_s - whole) < 1e-9 * abs(whole)
    lead_0 = (-s) ** (-a) / mp.gamma(1 - a)
    lead_s = mp.exp(s) * s ** (a - 1) / mp.gamma(a)
    # the neglected next terms are of order 10/x^2 for this eta
    assert abs(loop_0 / lead_0 - 1 + a**2 / s) < 15 / x**2
    assert abs(loop_s / lead_s - 1 - (1 - a) ** 2 / s) < 15 / x**2


# Measure the amplitudes in the summed wave function by a free fit
def fitted_amplitudes(eta, theta):
    x = np.geomspace(100.0, 800.0, 40)
    w = np.array([complex(kummer(eta, float(v))) for v in x])
    one_minus_cos = 1 - np.cos(theta)
    r = x / (k * one_minus_cos)
    psi = complex(norm(eta)) * np.exp(1j * k * r * np.cos(theta)) * w
    q = 100.0 / x
    inc, out = incident_wave(eta, r, theta), outgoing_wave(eta, r)
    columns = [inc * q**j for j in range(6)]
    columns += [out * q**j for j in range(1, 7)]
    c = np.linalg.lstsq(np.array(columns).T, psi, rcond=None)[0]
    return c[0], 100 * c[1], 100 * c[6] / (k * one_minus_cos)


fits = {}
for name, eta in etas.items():
    for degrees in (60, 120):
        theta = np.radians(degrees)
        lead, correction, f_fit = fitted_amplitudes(eta, theta)
        f_formula = amplitude(eta, theta)
        assert abs(lead - 1) < 1e-6
        assert abs(correction - eta**2 / 1j) < 1e-3
        assert abs(f_fit - f_formula) < 1e-4 * abs(f_formula)
        fits[name, degrees] = (lead, correction, f_fit)


# Radial s-wave integration: phase shift and density at the origin
def s_wave(eta):
    start = 1e-6
    sol = solve_ivp(
        lambda x, y: [y[1], (2 * eta / x - 1) * y[0]], (start, 800.0),
        [start + eta * start**2, 1 + 2 * eta * start],
        method="DOP853", rtol=1e-11, atol=1e-13, t_eval=[400.0, 800.0])
    x, (y, dy) = sol.t, sol.y
    p = np.sqrt(1 - 2 * eta / x)
    shift = np.arctan2(p * y, dy) - x + eta * np.log(2 * x)
    step = np.angle(np.exp(1j * (shift[1] - shift[0])))
    # remove the 1/x term of the phase by extrapolation
    phase = np.angle(np.exp(1j * (shift[0] + 2 * step)))
    return phase, 1 / (p[1] * y[1] ** 2 + dy[1] ** 2 / p[1])


radial = {}
for name, eta in etas.items():
    phase, density = s_wave(eta)
    density_formula = 2 * np.pi * eta / np.expm1(2 * np.pi * eta)
    difference = np.angle(np.exp(1j * (phase - sigma0(eta))))
    assert abs(difference) < 1e-4
    assert abs(density / density_formula - 1) < 1e-4
    assert abs(abs(norm(eta)) ** 2 / density_formula - 1) < 1e-12
    radial[name] = (phase, density, density_formula)

# Angular average of psi against the integrated Kummer equation
nodes, weights = np.polynomial.legendre.leggauss(60)
for eta in etas.values():
    r, h = 3.0, mp.mpf("1e-8")
    average = 0.5 * sum(wt * exact_polar(eta, r, np.arccos(c))
                        for c, wt in zip(nodes, weights))
    slope = (kummer(eta, k * (2 * r + h))
             - kummer(eta, k * (2 * r - h))) / (2 * h)
    closed = norm(eta) * mp.exp(-1j * k * r) * slope / (eta * k)
    assert abs(average - complex(closed)) < 1e-9


# Interference of beam and scattered wave over a smooth aperture
def aperture_interference(eta, r):
    centre, half_width = np.radians(60), np.radians(10)
    th = np.linspace(centre - half_width, centre + half_width, 40001)
    window = np.cos(np.pi * (th - centre) / (2 * half_width)) ** 4
    window = window * np.sin(th)
    f = amplitude(eta, th)
    overlap = np.conj(incident_wave(eta, r, th)) * f
    overlap = overlap * outgoing_wave(eta, r) / r
    cross = k * r**2 * (1 + np.cos(th)) * overlap.real
    scattered = k * np.abs(f) ** 2
    averaged = abs(np.sum(window * cross)) / np.sum(window * scattered)
    return np.max(np.abs(cross) / scattered), averaged


eta_att, eta_rep = etas["attractive"], etas["repulsive"]
interference = aperture_interference(eta_att, 1000.0)
assert interference[0] > 100 and interference[1] < 1e-3


# Classical cross section from the orbit integral
def deflection(b, c):
    ratio = c / energy
    w_max = (-ratio + np.sqrt(ratio**2 + 4 * b**2)) / (2 * b**2)

    def integrand(alpha):
        w = w_max * np.sin(alpha)
        root = np.sqrt(1 - ratio * w - (b * w) ** 2)
        return b * w_max * np.cos(alpha) / root

    swept = quad(integrand, 0, np.pi / 2, epsabs=1e-11, epsrel=1e-11)[0]
    return abs(np.pi - 2 * swept)


impact, db = 1.3, 1e-3
classical = {}
for name, c in charge_product.items():
    angle = deflection(impact, c)
    slope = (deflection(impact + db, c)
             - deflection(impact - db, c)) / (2 * db)
    sigma_classical = impact / (np.sin(angle) * abs(slope))
    sigma_quantum = abs(amplitude(etas[name], angle)) ** 2
    b_formula = abs(c) / (2 * energy) / np.tan(angle / 2)
    assert abs(b_formula - impact) < 1e-7
    assert abs(sigma_classical / sigma_quantum - 1) < 1e-5
    classical[name] = (angle, sigma_classical, sigma_quantum)

# Error of the asymptotic form at 60 degrees
theta60 = np.radians(60)
error_rows = []
for r in (10.0, 100.0, 1000.0):
    exact = exact_polar(eta_att, r, theta60)
    inc = incident_wave(eta_att, r, theta60)
    scat = amplitude(eta_att, theta60) * outgoing_wave(eta_att, r) / r
    first = eta_att**2 / (1j * k * r * (1 - np.cos(theta60)))
    error_plain = abs(exact - inc - scat)
    error_corrected = abs(exact - inc * (1 + first) - scat)
    error_rows.append((r, abs(scat), abs(first),
                       error_plain, error_corrected))
    if r >= 100:
        assert abs(error_plain / abs(first) - 1) < 0.06
        assert error_corrected < 12 / r**2

# Printed results
hartree_ev = constants.value("Hartree energy in eV")
bohr = constants.value("Bohr radius")
print(f"energy = {energy:.4f} hartree = {energy * hartree_ev:.3f} eV")
print(f"wave number k = {k:.4f} 1/bohr")
for name, eta in etas.items():
    phase, density, density_formula = radial[name]
    print(f"{name}: C = {charge_product[name]:+.1f}, eta = {eta:+.4f}")
    print(f"  sigma0 from Gamma function = {sigma0(eta):+.6f} rad")
    print(f"  sigma0 from radial integration = {phase:+.6f} rad")
    print(f"  |psi(0)|^2 formula = {density_formula:.6e} (beam density 1)")
    print(f"  |psi(0)|^2 radial integration = {density:.6e}")
print("angle(deg), |f|(bohr), |f|^2(bohr^2/sr), arg f att, rep (rad)")
for degrees in (30, 60, 90, 120, 180):
    th = np.radians(degrees)
    fa, fr = amplitude(eta_att, th), amplitude(eta_rep, th)
    print(f"  {degrees:3d} {abs(fa):9.5f} {abs(fa)**2:10.5f}"
          f" {np.angle(fa):+9.5f} {np.angle(fr):+9.5f}")
log_phase = -eta_att * np.log(np.sin(theta60 / 2) ** 2)
print(f"60 deg attractive: -eta ln sin^2 = {log_phase:+.6f} rad")
print(f"60 deg attractive: 2 sigma0 = {2 * sigma0(eta_att):+.6f} rad")
sigma60 = abs(amplitude(eta_att, theta60)) ** 2
print(f"60 deg cross section = {sigma60:.5f} bohr^2/sr"
      f" = {sigma60 * bohr**2:.5e} m^2/sr")
print("free fit to exact wave: f fitted, f formula (bohr)")
for (name, degrees), (lead, correction, f_fit) in fits.items():
    f = amplitude(etas[name], np.radians(degrees))
    print(f"  {name} {degrees} deg: {f_fit:.6f}, {f:.6f}")
lead, correction, _ = fits["attractive", 60]
print(f"fitted incident amplitude, attractive 60 deg: {lead:.7f}")
print(f"fitted coefficient of 1/(k(r-z)): {correction:.5f}")
print("60 deg attractive, dimensionless sizes and errors:")
print("r(bohr), |scattered|, |beam corr.|, error without, with corr.")
for row in error_rows:
    print(f"  {row[0]:6.0f} " + " ".join(f"{v:.4e}" for v in row[1:]))
print("interference/scattered flux, r = 1000 bohr, 50 to 70 deg:")
print(f"  largest at a point = {interference[0]:.1f}")
print(f"  after smooth aperture average = {interference[1]:.2e}")
for name, (angle, s_cl, s_qm) in classical.items():
    print(f"classical {name}: b = {impact:.2f} bohr,"
          f" angle = {np.degrees(angle):.4f} deg")
    print(f"  classical, quantum = {s_cl:.6f}, {s_qm:.6f} bohr^2/sr")
r_far = 1e7
cone = 2 * np.arcsin(np.sqrt((1 + eta_att**2) / (2 * k * r_far)))
print(f"angle where k(r-z) = 1+eta^2 at r = {r_far:.0e} bohr:"
      f" {np.degrees(cone):.4f} deg")
print("no test failed")
```

Output:

```
energy = 2.0000 hartree = 54.423 eV
wave number k = 2.0000 1/bohr
attractive: C = -3.0, eta = -1.5000
  sigma0 from Gamma function = +0.162940 rad
  sigma0 from radial integration = +0.162945 rad
  |psi(0)|^2 formula = 9.425539e+00 (beam density 1)
  |psi(0)|^2 radial integration = 9.425528e+00
repulsive: C = +3.0, eta = +1.5000
  sigma0 from Gamma function = -0.162940 rad
  sigma0 from radial integration = -0.162941 rad
  |psi(0)|^2 formula = 7.606364e-04 (beam density 1)
  |psi(0)|^2 radial integration = 7.606368e-04
angle(deg), |f|(bohr), |f|^2(bohr^2/sr), arg f att, rep (rad)
   30   5.59808   31.33846  +2.55419  +0.58741
   60   1.50000    2.25000  -1.75356  -1.38803
   90   0.75000    0.56250  -0.71384  -2.42775
  120   0.50000    0.25000  -0.10564  -3.03595
  180   0.37500    0.14062  +0.32588  +2.81571
60 deg attractive: -eta ln sin^2 = -2.079442 rad
60 deg attractive: 2 sigma0 = +0.325880 rad
60 deg cross section = 2.25000 bohr^2/sr = 6.30064e-21 m^2/sr
free fit to exact wave: f fitted, f formula (bohr)
  attractive 60 deg: -0.272625-1.475017j, -0.272625-1.475017j
  attractive 120 deg: 0.497212-0.052724j, 0.497212-0.052724j
  repulsive 60 deg: 0.272625-1.475017j, 0.272625-1.475017j
  repulsive 120 deg: -0.497212-0.052724j, -0.497212-0.052724j
fitted incident amplitude, attractive 60 deg: 1.0000000+0.0000000j
fitted coefficient of 1/(k(r-z)): 0.00000-2.25000j
60 deg attractive, dimensionless sizes and errors:
r(bohr), |scattered|, |beam corr.|, error without, with corr.
      10 1.5000e-01 2.2500e-01 1.6416e-01 6.1085e-02
     100 1.5000e-02 2.2500e-02 2.2459e-02 5.2106e-04
    1000 1.5000e-03 2.2500e-03 2.2484e-03 3.5376e-06
interference/scattered flux, r = 1000 bohr, 50 to 70 deg:
  largest at a point = 1176.1
  after smooth aperture average = 1.00e-07
classical attractive: b = 1.30 bohr, angle = 59.9633 deg
  classical, quantum = 2.255002, 2.255003 bohr^2/sr
classical repulsive: b = 1.30 bohr, angle = 59.9633 deg
  classical, quantum = 2.255002, 2.255003 bohr^2/sr
angle where k(r-z) = 1+eta^2 at r = 1e+07 bohr: 0.0327 deg
no test failed
```
